# Why Collisions in a Sound Wave Relax Electrons Toward the Moving Lattice

## Definitions and conventions

Electrons have charge $-e$, mass $m$, mean density $n$ and velocity $\mathbf v$ measured in the laboratory. The lattice carries the compensating charge density $+ne$ and moves with velocity $\mathbf u$, which is constant for a translating crystal and equal to $\mathbf u(x,t)\propto e^{iqx-i\omega t}$ in a sound wave. The total current is therefore

$$\mathbf j=ne(\mathbf u-\langle\mathbf v\rangle).\tag{1}$$

The algebra uses atomic units ($\hbar=1$), with $e$ and $m$ kept visible. The band is free-electron-like, scattering is isotropic with one relaxation time $\tau$, and the electrons are degenerate with Fermi energy $E_F$ and Fermi velocity $v_F$. The mean free path is $l=v_F\tau$ and the static conductivity is $\sigma_0=ne^2\tau/m$. No static magnetic field is applied.

The relaxation-time form of the collision term is $-(f-f_t)/\tau$, where $f_t$ is the target distribution. With $f_0$ the Fermi function, two targets are compared:

$$f_t=f_0\!\left(\tfrac12 m|\mathbf v-s\mathbf u|^2\right),\qquad s=1\ \text{(moving)},\quad s=0\ \text{(stationary)}.\tag{2}$$

## Why the target moves

Impurities and defects are fixed in the lattice, so their potential in the laboratory is

$$V(\mathbf r-\mathbf ut)=\sum_{\mathbf Q}V_{\mathbf Q}\,e^{i\mathbf Q\cdot\mathbf r-i\mathbf Q\cdot\mathbf u t}.$$

A component that transfers momentum $\mathbf Q=\mathbf k'-\mathbf k$ oscillates at frequency $\mathbf Q\cdot\mathbf u$. The golden rule then requires

$$\frac{k'^2}{2m}-\frac{k^2}{2m}=(\mathbf k'-\mathbf k)\cdot\mathbf u .$$

Collecting primed and unprimed terms and adding $mu^2/2$ to both sides completes the squares:

$$\frac{|\mathbf k'-m\mathbf u|^2}{2m}=\frac{|\mathbf k-m\mathbf u|^2}{2m}.\tag{3}$$

Energy is conserved in the lattice frame, not in the laboratory. In one dimension, reflection means $p'-mu=-(p-mu)$, or $p'=2mu-p$. A numerical solution of the Schrödinger equation for a packet with $p=2$ meeting a high barrier that moves at $u=0.3$ (atomic units, $m=1$) gives $p'=-1.4$, as predicted. The laboratory energy $p^2/2$ falls from 2 to 0.98 hartree.

For elastic scattering the Pauli factors combine as $f'(1-f)-f(1-f')=f'-f$, so the collision rate is

$$C[f](\mathbf k)=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,(f_{\mathbf k'}-f_{\mathbf k}),\qquad W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}.$$

By (3), $W$ connects states of equal $|\mathbf v-\mathbf u|$, and any function of $|\mathbf v-\mathbf u|$ gives $C=0$. A distribution centred on $\mathbf v=0$ does not. Elastic scattering leaves the energy profile undetermined. Phonons in equilibrium at temperature $T$ in the lattice frame impose detailed balance in the lattice-frame energy, and so select the Fermi function of $m|\mathbf v-\mathbf u|^2/2$.

The drift follows from the same collision rate. Let $\mathbf w=\mathbf v-\mathbf u$. Multiply $C$ by $\mathbf w$, sum over states, and exchange the labels in the gain term. That term becomes the average of $\mathbf w'$ after a collision, which is zero for isotropic scattering in the lattice frame. The loss term gives

$$\frac{d\langle\mathbf v\rangle}{dt}=-\frac{\langle\mathbf v\rangle-\mathbf u}{\tau}.\tag{4}$$

Electrons initially at rest therefore acquire the drift $\mathbf u(1-e^{-t/\tau})$. A two-dimensional golden-rule calculation on a momentum grid, with no relaxation target put in, gives $0.632u$ after $\tau$ and $0.997u$ after $6\tau$, in agreement with this law. With scatterers at rest in the laboratory, an initial drift instead falls to 0.0025 of its value after $6\tau$. That second situation is what a stationary target describes: the lattice charge moves, but the scatterers stay behind.

In a sound wave the same argument applies locally, with $\mathbf u(x,t)$ at the place of the collision, provided that the range of a scatterer is much shorter than the wavelength.

## The uniformly translating crystal

For a uniform system, the first velocity moment of the kinetic equation is

$$m\frac{d\langle\mathbf v\rangle}{dt}=-e\mathbf E-\frac{m}{\tau}\left(\langle\mathbf v\rangle-s\mathbf u\right).$$

In the steady state $\langle\mathbf v\rangle=s\mathbf u-e\tau\mathbf E/m$. Insertion in (1) gives

$$\mathbf j=\sigma_0\mathbf E+(1-s)\,ne\mathbf u.\tag{5}$$

With the moving target and $\mathbf E=0$, electrons and lattice travel together and $\mathbf j=0$. With the stationary target, the electrons remain at rest on average while the positive charge moves past them. The spurious current is

$$\boxed{\mathbf j_{\rm false}=+ne\mathbf u}.$$

It does not depend on $\tau$, so a cleaner or dirtier crystal does not reduce it. If the circuit is open, $\mathbf j=0$ forces a spurious field instead:

$$\mathbf E_{\rm false}=-\frac{ne\mathbf u}{\sigma_0}=-\frac{m\mathbf u}{e\tau}.\tag{6}$$

Its force on an electron, $+m\mathbf u/\tau$, pulls the electron along against the fictitious stationary scatterers. Both results violate Galilean invariance, since a neutral crystal carries no current merely because the observer moves.

An unshifted target is correct when the velocity variable is $\mathbf w$, measured from the lattice. The error lies in combining a laboratory velocity with a target that is unshifted in that variable. If the lattice accelerates, the co-moving description also needs the inertial force:

$$m\frac{d\langle\mathbf w\rangle}{dt}=-e\mathbf E-m\frac{d\mathbf u}{dt}-\frac{m\langle\mathbf w\rangle}{\tau}.$$

For uniform motion at frequency $\omega$, $d/dt\to-i\omega$. Solving for $\langle\mathbf w\rangle$ and using $\mathbf j=-ne\langle\mathbf w\rangle$ gives

$$\mathbf j=\frac{\sigma_0}{1-i\omega\tau}\left(\mathbf E+\frac me\frac{d\mathbf u}{dt}\right).$$

This is the Stewart–Tolman effect. The real inertial current is smaller than $neu$ by the factor $\omega\tau$ when $\omega\tau\ll1$, and it vanishes for steady translation.

## The shear wave

Take $\mathbf u$ and $\mathbf E$ along $y$, perpendicular to $\mathbf q$. There is then no density change. For $u\ll v_F$,

$$f_t\simeq f_0+(-f_0')\,s\,m\mathbf v\cdot\mathbf u,\qquad f=f_0+(-f_0')\psi,$$

where the prime is an energy derivative. The magnetic force of the wave drops out at first order, because $\partial f_0/\partial\mathbf v$ is parallel to $\mathbf v$. The electric term is $-(e/m)\mathbf E\cdot\partial f_0/\partial\mathbf v=e\mathbf E\cdot\mathbf v(-f_0')$. Dividing the kinetic equation by $(-f_0')$ and multiplying by $\tau$ gives

$$(1-i\omega\tau+i\mathbf q\cdot\mathbf v\tau)\psi=m\mathbf v\cdot\left(s\mathbf u-\frac{e\tau}{m}\mathbf E\right).\tag{7}$$

Let $\mu$ be the cosine of the angle between $\mathbf v$ and $\mathbf q$. The density of states is $3n/(mv_F^2)$, and the azimuthal average of $v_y^2$ is $v_F^2(1-\mu^2)/2$. Hence $\langle\mathbf v\rangle=S(s\mathbf u-e\tau\mathbf E/m)$ with

$$S=\frac34\int_{-1}^{1}\frac{1-\mu^2}{1-i\omega\tau+iql\mu}\,d\mu .$$

Set $a=ql/(1-i\omega\tau)$. The part of the integrand odd in $\mu$ cancels, which leaves

$$S=\frac{3}{2(1-i\omega\tau)}\int_0^1\frac{1-\mu^2}{1+a^2\mu^2}\,d\mu .$$

With $A=\arctan(a)/a$, the two pieces of the integral are $A$ and $(1-A)/a^2$, so

$$S=\frac{1}{1-i\omega\tau}\,\frac{3}{2a^2}\left[(1+a^2)\frac{\arctan a}{a}-1\right].\tag{8}$$

Equation (1) now gives

$$\mathbf j=\sigma_0S\,\mathbf E+ne\mathbf u(1-sS).\tag{9}$$

For $s=1$ the electron part is $\sigma_0S[\mathbf E-m\mathbf u/(e\tau)]$. The second term in the bracket is the collision-drag field. Omitting it removes the contribution that cancels the lattice current at long wavelength.

**Screening and power.** Maxwell's equations, without the small displacement current, give $q^2\mathbf E=i\omega\mu_0\mathbf j$ (in atomic units $\mu_0=4\pi/c^2$). Thus $\mathbf j=-i\beta\sigma_0\mathbf E$, with $\beta=q^2/(\mu_0\sigma_0\omega)$. When $\beta\ll|S|$, the total current is nearly zero, and (9) yields

$$\mathbf E=\frac{m\mathbf u}{e\tau}\left(s-\frac1S\right).\tag{10}$$

Since $\langle\mathbf v\rangle\simeq\mathbf u$, the electron current is $-ne\mathbf u$. The mean power density that the field gives to the electrons is

$$P_s=\tfrac12{\rm Re}(-ne\mathbf u^*\!\cdot\mathbf E)=\frac{nm|u|^2}{2\tau}\,{\rm Re}\left(\frac1S-s\right).\tag{11}$$

For $ql\ll1$, expanding the integrand in (8) gives

$$(1-i\omega\tau)S\simeq\frac32\left[\frac23-a^2\left(\frac13-\frac15\right)\right]=1-\frac{a^2}{5}.$$

If also $\omega\tau\ll1$, then

$$P_1\simeq\frac{nm|u|^2}{2\tau}\frac{(ql)^2}{5},\qquad P_0\simeq\frac{nm|u|^2}{2\tau}.\tag{12}$$

Because $P_1$ is so small, reading it as the power delivered by the field needs more than $\beta\ll|S|$. With $\beta$ kept, the factor $(ql)^2/5$ in the field power becomes $(ql)^2/5-\beta\omega\tau$, and $\beta\omega\tau=q^2(c/\omega_p)^2$, where $\omega_p$ is the plasma frequency. The relative correction $5(c/\omega_p)^2/l^2$ is negligible only for $l\gg c/\omega_p$ (18 nm at the density used below). Otherwise collision drag delivers the missing part, and $P_1$ remains the total loss of the lattice. The first power in (12) is viscous loss: it needs a velocity gradient and vanishes as $q\to0$. The second survives in a crystal without any gradient.

In the opposite limit, $ql\gg1$ with $\omega\ll qv_F$, $\arctan a\to\pi/2$ and $S\simeq3\pi/(4ql)$. Then $1/S\gg1$, and as long as $\beta\ll|S|$ still holds, both targets give the same leading power, $2nm|u|^2qv_F/(3\pi)$. With the relaxation time of 2 ps chosen below, the copper-like metal does not reach this limit: at 1 GHz, where $ql=8.6$, $\beta=0.20$ is already comparable with $|S|=0.24$, and at still shorter wavelengths screening fails. A purer sample does reach it: with $\tau=100$ ps at 100 MHz, $ql=43$, $\beta=4\times10^{-4}$ and $|S|=0.053$. Within the range of good screening, (11) gives the difference $P_0-P_1=nm|u|^2/(2\tau)$, which does not depend on wavelength at fixed $|u|$. Relative to the true power $P_1$, the error is therefore largest at long wavelength.

**Force and energy.** The force density on the lattice is $ne\mathbf E+nm(\langle\mathbf v\rangle-s\mathbf u)/\tau$. With $\langle\mathbf v\rangle=\mathbf u$ and (10), it equals $(nm\mathbf u/\tau)(1-1/S)$ for either $s$. A calculation with the wrong target can thus give the right force under perfect screening, if all momentum lost in collisions is credited to the lattice. Its energy balance still fails: the lattice loses power $P_1$, while the electrons receive $P_0$ from the field.

## The longitudinal wave

A compressional wave changes the density by $n_1$, and the target must follow it. Add $(-f_0')\,\zeta$ to the linearized target, where $\zeta$ is the local shift of the chemical potential. The target then has the factor $m\mathbf v\cdot\mathbf u+\zeta$ where $f$ has $\psi$. Collisions conserve particle number if these two factors have the same angular average. Since $\mathbf v\cdot\mathbf u$ averages to zero, $\zeta=\langle\psi\rangle_{\rm angle}=n_1mv_F^2/(3n)$. Integrating the kinetic equation over velocity then gives $\omega n_1=qn\langle v_x\rangle$.

For $ql=1.5$, $\omega\tau=0.3$ and a field $(0.7-0.2i)mu/(e\tau)$, the mismatch between the two sides, relative to the sum of their magnitudes, is at rounding level with this term and 0.74 without it. The latter value is $1/(\omega\tau+\sqrt{1+\omega^2\tau^2})$: without $\zeta$ the angular average of the kinetic equation gives $(1-i\omega\tau)\langle\psi\rangle+iql\langle\mu\psi\rangle=0$, so the mismatch does not depend on $ql$ or on the field. Shifting the target in velocity is not enough for this polarization.

## How large the error is

Consider a 10 MHz shear wave of strain amplitude $10^{-6}$ in a cold metal with rough copper-like values: $n=8.5\times10^{22}$ cm$^{-3}$, sound speed 2300 m/s and mass density 9 g/cm$^3$. The relaxation time is chosen as 2 ps. The lattice velocity amplitude is strain times sound speed, 2.3 mm/s, and

$$neu=(8.5\times10^{22})(1.602\times10^{-19})(0.23)\simeq3130\ \text{A/cm}^2.$$

A crystal translating steadily at this small speed would be assigned the same current density. Dividing by $\sigma_0=4.79\times10^7$ S/cm gives the open-circuit field, 65 µV/cm ($6.5\times10^{-13}$ V/Å).

The mean free path is 3.15 µm and the wavelength 230 µm, so $ql=2\pi(3.15)/230=0.086$. In the wave, the stationary target gives a field of 65 µV/cm and the moving target 0.097 µV/cm. The powers are

$$P_0=0.103\ \text{W/cm}^3,\qquad P_1=1.5\times10^{-4}\ \text{W/cm}^3.$$

Their ratio $P_1/P_0$ is 0.00148, as $(ql)^2/5$ predicts. Dividing by the energy flux $\tfrac12\rho|u|^2v_s$, where $\rho$ is the mass density and $v_s$ the sound speed, gives an energy attenuation of 0.028 cm$^{-1}$ for the moving target. This is the electronic part only, and it scales as $v_s^{-3}$: shear speeds in single-crystal copper range from about 1700 to 3000 m/s with direction and polarization, which gives 0.07 to 0.012 cm$^{-1}$. Charging the spurious field power to the wave would give 19 cm$^{-1}$.

Real copper also has anisotropic bands, which the model omits. Strain shifts their energies by an amount of order $E_F$ times the strain. During one relaxation time the strain changes by about $qu\tau$, so in the lattice frame $\psi$ departs from local equilibrium by about $mv_F^2\,qu\tau=ql\,mv_Fu$. This part is even in velocity and carries no current. The streaming term $i\mathbf q\cdot\mathbf v\tau$ turns it into an odd part smaller by another factor $ql$. The resulting current is of order $(ql)^2neu$, here $0.007\,neu$ times a numerical factor that depends on the bands. The even part also dissipates directly in collisions, at a rate of order $(ql)^2nm|u|^2/\tau$, even for angular shapes that drive almost no current. That is comparable with the viscous term, so the true attenuation can rise or fall by a factor of several. The effect vanishes for uniform translation and leaves $neu$ untouched. A band mass of $1.4m$, at fixed $n$ and $\tau$, raises the spurious field to 92 µV/cm. Incomplete screening has $\beta=0.002$ and changes the total loss of the lattice by a relative $5\times10^{-7}$; the part delivered through the field changes by $1.7\times10^{-4}$. At 10 K, $k_BT/E_F$ is about $10^{-4}$; the value of $\tau$ there depends on purity and is an assumption.

## What to do

- Identify the velocity variable first. With laboratory velocities, centre the target on $\mathbf u(x,t)$; with co-moving velocities, leave it unshifted and include the inertial and strain terms.
- Let the target follow the local density in a compressional wave.
- Set $\mathbf u$ constant and $\mathbf E=0$. The total current must vanish before any attenuation is calculated.
- Apply this target to collisions that give momentum to the lattice. Electron–electron collisions that conserve total electron momentum cannot relax the drift toward $\mathbf u$; they need a target centred on $\langle\mathbf v\rangle$.

The remaining values are listed in the numerical output.

## Computed results

```
Barrier test: incoming momentum: 2 a.u.
Barrier test: barrier speed: 0.3 a.u.
Barrier test: reflected momentum: -1.4 a.u.
Collision residual, moving/stationary disc: 0.03434
Moving scatterers: drift/u after 1 tau: 0.6317
Moving scatterers: drift/u after 6 tau: 0.9974
Resting scatterers: drift/initial after 6 tau: 0.002494
Uniform crystal, stationary target: j/(n e u): 1
Uniform crystal, moving target: |j|/(n e u): 9.4e-14
Continuity error with local density: 1.1e-16
Continuity error without local density: 0.744
Electron density (rough): 8.5e+22 cm^-3
Shear sound speed (rough): 2300 m/s
Mass density (rough): 9 g/cm^3
Relaxation time (chosen): 2 ps
Frequency (chosen): 10 MHz
Strain amplitude (chosen): 1e-06
Fermi energy: 7.049 eV
Fermi velocity: 1.575e+06 m/s
Mean free path: 3.149 um
Wavelength: 230 um
Static conductivity: 4.79e+07 S/cm
Lattice velocity amplitude: 2.3 mm/s
ql: 0.08604
omega tau (lattice acceleration): 0.0001257
Spurious current amplitude n e u: 3132 A/cm^2
Uniform-translation spurious field magnitude: 65.38 uV/cm
Same field, converted: 6.538e-13 V/angstrom
Wave field, stationary target: 65.48 uV/cm
Wave field, moving target: 0.09698 uV/cm
Mean power, stationary target: 0.1026 W/cm^3
Mean power, moving target: 0.0001513 W/cm^3
True/false power: 0.001476
Small-wave-number estimate (ql)^2/5: 0.00148
Implied energy attenuation, stationary: 18.73 cm^-1
Energy attenuation, moving: 0.02764 cm^-1
Incomplete-screening parameter beta: 0.001973
Relative loss change from full screening: 5.009e-07
Temperature of use (chosen): 10 K
Thermal energy / Fermi energy: 0.0001222
Band-mass ratio (rough): 1.4
Spurious field with band mass: 91.54 uV/cm
Drift / Fermi velocity: 1.461e-09
Quantum recoil q/(2 kF): 1.004e-06
Band-strain current / n e u, order estimate: 0.007402
```
